**Tree-level decay of the first Dirac Landau level**

For an electron with $g=2$ and $p_z=0$, the low-field decay rates are $(4/3)\alpha mb^2$ without spin flip and $(2/3)\alpha mb^3$ with flip. Here $b=B/B_c$, $m$ is the electron mass in units $\hbar=c=1$, $\alpha$ is the fine-structure constant, and spin means the eigenvalue of $\beta\Sigma_z$. The program diagonalizes the Dirac Hamiltonian on a grid at $b=0.001$, $0.1$ and $1$, and asserts that energies, squared amplitudes and integrated rates agree with the derived expressions. The largest error of a squared amplitude, relative to its polarization sum, is $1.1\times10^{-12}$; the largest relative rate error is $4.7\times10^{-8}$. Further assertions cover the recoil Jacobian, the Larmor and magnetic-dipole limits, the vanishing integrated interference, the low-field polarization fractions and the relative first corrections $-14b/5$ and $-19b/5$. At $10^8$ T the output gives full tree-level rates of $3.64\times10^{15}\ \text{s}^{-1}$ without flip and $4.04\times10^{13}\ \text{s}^{-1}$ with flip. At $b=1$ these rates are 0.206 and 0.110 of their leading low-field laws.

## Program and output

```python
# RESULT UNDER TEST: one-photon decay of the first excited Dirac Landau level
# (p_z = 0) to the ground level has, for b = B/B_c -> 0, the rates
#   no spin flip: (4/3) alpha m b^2 (1 - 14 b/5)
#   spin flip:    (2/3) alpha m b^3 (1 - 19 b/5)
# Units hbar = c = m = 1; rates are in units of alpha*m unless stated.
# Electron charge is -e, B is along +z, b = eB/m^2.
# D: initial large component has spin down (no flip); U: spin up (flip).
# cos_t: cosine of the angle between photon and field.
# perp: polarization normal to field and photon; par: the other one.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq


def kinematics(b, cos_t):
    """Initial energy, photon energy, final energy, recoil Jacobian."""
    e_init = np.sqrt(1 + 2 * b)
    root = np.sqrt(e_init**2 * cos_t**2 + 1 - cos_t**2)
    omega = 2 * b / (e_init + root)
    e_fin = np.sqrt(1 + (omega * cos_t)**2)
    return e_init, omega, e_fin, e_fin / (e_fin + omega * cos_t**2)


def spinor_parameters(b, cos_t):
    e_init, omega, e_fin, _ = kinematics(b, cos_t)
    eta = np.sqrt(2 * b) / (e_init + 1)
    kappa = omega * np.sqrt(1 - cos_t**2) / np.sqrt(2 * b)
    zeta = -omega * cos_t / (e_fin + 1)
    return eta, kappa, zeta


def squared_amplitudes(b, cos_t):
    """Derived |M|^2: rows D, U; columns perp, par."""
    e_init, omega, e_fin, _ = kinematics(b, cos_t)
    eta, kappa, zeta = spinor_parameters(b, cos_t)
    sin_t = np.sqrt(1 - cos_t**2)
    norm = (e_init + 1) / (2 * e_init) * (e_fin + 1) / (2 * e_fin)
    norm *= np.exp(-kappa**2)
    return norm * np.array([
        [eta**2, (eta * cos_t - zeta * kappa * sin_t)**2],
        [zeta**2, (zeta * cos_t - eta * kappa * sin_t)**2]])


def partial_rate(b, state, pol):
    def integrand(cos_t):
        _, omega, _, jac = kinematics(b, cos_t)
        return omega * jac * squared_amplitudes(b, cos_t)[state, pol]
    return 2 * quad(integrand, 0, 1, epsabs=0, epsrel=1e-11)[0]


def rate(b, state):
    return partial_rate(b, state, 0) + partial_rate(b, state, 1)


def leading(b, state):
    return (4 / 3 * b**2, 2 / 3 * b**3)[state]


# ---- Independent road: Dirac Hamiltonian on a grid, Landau gauge (0, Bx, 0)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
alpha_mat = np.array([np.kron(pauli[0], s) for s in pauli])
beta_mat = np.kron(pauli[2], np.eye(2))
spin_z = np.kron(np.eye(2), pauli[2])
n_grid, half_width = 63, 8.0          # lengths in units of 1/sqrt(eB)
period = 2 * half_width
x = (np.arange(n_grid) - (n_grid - 1) / 2) * period / n_grid
diff = np.subtract.outer(np.arange(n_grid), np.arange(n_grid))
safe_sine = np.where(diff == 0, 1.0, np.sin(np.pi * diff / n_grid))
derivative = np.where(diff == 0, 0.0,
                      np.pi / period * (-1.0)**np.abs(diff) / safe_sine)
p_x = -1j * derivative


def positive_states(b, p_y, p_z):
    h = np.sqrt(b) * (np.kron(alpha_mat[0], p_x)
                      + np.kron(alpha_mat[1], np.diag(x + p_y)))
    h = h + np.kron(p_z * alpha_mat[2] + beta_mat, np.eye(n_grid))
    energies, vectors = np.linalg.eigh(h)
    first = np.searchsorted(energies, 0.0)
    return energies[first:first + 4], vectors[:, first:first + 4]


def resolve_pair(pair, operator):
    """Diagonalize an operator inside a degenerate pair of states."""
    values, mix = np.linalg.eigh(pair.conj().T @ operator @ pair)
    return values, pair @ mix


x_squared = np.kron(np.eye(4), np.diag(x**2))
beta_spin = np.kron(beta_mat @ spin_z, np.eye(n_grid))
full_spin = np.kron(spin_z, np.eye(n_grid))
nodes, weights = np.polynomial.legendre.leggauss(12)
azimuth = 0.7
ca, sa = np.cos(azimuth), np.sin(azimuth)

worst_amplitude = worst_rate = worst_interference = 0.0
for b in (1e-3, 0.1, 1.0):
    energies, vectors = positive_states(b, 0.0, 0.0)
    assert np.allclose(energies[2:], np.sqrt(1 + 2 * b), atol=1e-9, rtol=0)
    signs, pair = resolve_pair(vectors[:, 2:], beta_spin)
    assert np.allclose(signs, [-1, 1], atol=1e-8)
    # beta*Sigma_z = -1 is D (large part down), +1 is U (large part up)
    initial = [pair[:, 0].reshape(4, n_grid), pair[:, 1].reshape(4, n_grid)]
    grid_rate = np.zeros(2)
    interference = 0.0
    for cos_t, weight in zip(nodes, weights):
        sin_t = np.sqrt(1 - cos_t**2)
        omega = brentq(lambda w: energies[2] - w
                       - np.sqrt(1 + (w * cos_t)**2), 0, 2 * b,
                       xtol=1e-15, rtol=1e-14)
        k_scaled = omega * sin_t / np.sqrt(b)
        e_low, v_low = positive_states(b, -k_scaled * sa, -omega * cos_t)
        e_fin = np.sqrt(1 + (omega * cos_t)**2)
        assert np.allclose(e_low[:2], e_fin, atol=1e-9, rtol=0)
        # The box edge adds a spurious degenerate state; keep the inner one.
        spread, low_pair = resolve_pair(v_low[:, :2], x_squared)
        assert spread[0] < 2 and spread[1] > 10
        ground = low_pair[:, 0]
        assert abs(np.vdot(ground, full_spin @ ground).real + 1) < 1e-7
        final = ground.reshape(4, n_grid)
        phase = np.exp(-1j * k_scaled * ca * x)
        polarizations = np.array([[-sa, ca, 0],
                                  [cos_t * ca, cos_t * sa, -sin_t]])
        amp = np.array([[np.sum(final.conj() * phase
                         * (np.tensordot(eps, alpha_mat, 1) @ state))
                         for eps in polarizations] for state in initial])
        derived = squared_amplitudes(b, cos_t)
        error = np.max(np.abs(np.abs(amp)**2 - derived)
                       / derived.sum(axis=1)[:, None])
        worst_amplitude = max(worst_amplitude, error)
        factor = weight * omega / (1 + omega * cos_t**2 / e_fin)
        grid_rate += factor * np.sum(np.abs(amp)**2, axis=1)
        interference += factor * np.vdot(amp[1], amp[0])
    exact = np.array([rate(b, 0), rate(b, 1)])
    worst_rate = max(worst_rate, np.max(np.abs(grid_rate / exact - 1)))
    worst_interference = max(worst_interference,
                             abs(interference) / np.sqrt(np.prod(exact)))
assert worst_amplitude < 1e-6
assert worst_rate < 1e-5      # limited by the 12-point angular quadrature
assert worst_interference < 1e-6

# ---- Recoil Jacobian: replace the energy delta function by a narrow Gaussian
e_init, omega, _, jac = kinematics(1.0, 0.8)
w_grid = np.linspace(0, 2 * omega, 400001)
mismatch = e_init - w_grid - np.sqrt(1 + (0.8 * w_grid)**2)
width = 1e-3
gauss = np.exp(-mismatch**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
smeared = np.sum(w_grid * gauss) * (w_grid[1] - w_grid[0])
assert abs(smeared / (omega * jac) - 1) < 1e-4

# ---- Classical radiation of an orbit with kinetic energy omega = b
b_small = 1e-6
speed = np.sqrt(2 * b_small)
times = 2 * np.pi * np.arange(24) / 24
power = 0.0
for cos_t, weight in zip(nodes, weights):
    direction = np.array([np.sqrt(1 - cos_t**2), 0, cos_t])
    accel = -b_small * speed * np.array(
        [np.cos(times), np.sin(times), 0 * times]).T
    flux = np.sum(np.cross(direction, accel)**2, axis=1).mean() / (4 * np.pi)
    power += 2 * np.pi * weight * flux
larmor_coeff = power / b_small / b_small**2
assert abs(larmor_coeff / (rate(b_small, 0) / b_small**2) - 1) < 1e-5

# ---- Magnetic dipole radiation of a g = 2 moment, photon energy b
dipole_rate = 0.0
for cos_t, weight in zip(nodes, weights):
    sin_t = np.sqrt(1 - cos_t**2)
    k_vec = b_small * np.array([sin_t, 0, cos_t])
    for eps in ([0, 1, 0], [cos_t, 0, -sin_t]):
        coupling = np.tensordot(np.cross(k_vec, eps), pauli, 1) / 2
        dipole_rate += weight * b_small * abs(coupling[1, 0])**2
dipole_coeff = dipole_rate / b_small**3
assert abs(dipole_coeff / (rate(b_small, 1) / b_small**3) - 1) < 1e-5

# ---- Low-field coefficients and first corrections
limit_coeff = [rate(b_small, 0) / b_small**2, rate(b_small, 1) / b_small**3]
assert abs(limit_coeff[0] - 4 / 3) < 1e-5
assert abs(limit_coeff[1] - 2 / 3) < 1e-5


def slope(b, state):
    return (rate(b, state) / leading(b, state) - 1) / b


slopes = [2 * slope(1e-3, s) - slope(2e-3, s) for s in (0, 1)]
assert abs(slopes[0] + 14 / 5) < 1e-3
assert abs(slopes[1] + 19 / 5) < 1e-3
perp_low = [partial_rate(b_small, s, 0) / rate(b_small, s) for s in (0, 1)]
assert np.allclose(perp_low, [3 / 4, 1 / 4], atol=1e-5)

# ---- Worked example
rest_energy = const.m_e * const.c**2
rest_kev = rest_energy / const.e / 1e3
critical_field = const.m_e**2 * const.c**2 / (const.e * const.hbar)
rate_unit = const.alpha * rest_energy / const.hbar
atomic_time = const.physical_constants["atomic unit of time"][0]
field = 1e8
b = field / critical_field
print(f"largest grid error, squared amplitudes: {worst_amplitude:.1e}")
print(f"largest grid error, rates: {worst_rate:.1e}")
print(f"largest relative U-D interference: {worst_interference:.1e}")
print(f"Larmor coefficient of alpha m b^2: {larmor_coeff:.6f}")
print(f"magnetic dipole coefficient of alpha m b^3: {dipole_coeff:.6f}")
for s, name in enumerate(("no flip", "flip")):
    print(f"{name}: low-field coefficient {limit_coeff[s]:.6f}")
    print(f"{name}: relative first correction / b {slopes[s]:.4f}")
    print(f"{name}: low-field perp photon fraction {perp_low[s]:.4f}")
print(f"electron rest energy: {rest_kev:.3f} keV")
print(f"critical field B_c: {critical_field:.5e} T")
print(f"rate unit alpha m c^2/hbar: {rate_unit:.5e} s^-1")
print(f"example field B: {field:.1e} T")
print(f"b = B/B_c: {b:.6f}")
spacing = (np.sqrt(1 + 2 * b) - 1) * rest_kev
print(f"level spacing E_1 - m: {spacing:.4f} keV")
print(f"nonrelativistic spacing b m: {b * rest_kev:.4f} keV")
for degrees in (0, 60, 90):
    w = kinematics(b, np.cos(np.radians(degrees)))[1] * rest_kev
    print(f"photon energy at {degrees} deg: {w:.4f} keV")
cos_60 = np.cos(np.radians(60))
eta, kappa, zeta = spinor_parameters(b, cos_60)
print(f"eta: {eta:.6f}")
print(f"kappa at 60 deg: {kappa:.6f}")
print(f"zeta at 60 deg: {zeta:.6f}")
print(f"recoil Jacobian at 60 deg: {kinematics(b, cos_60)[3]:.6f}")
table = squared_amplitudes(b, cos_60)
for s, name in enumerate(("no flip", "flip")):
    print(f"{name}: |M|^2 at 60 deg, perp {table[s, 0]:.4e},"
          f" par {table[s, 1]:.4e}")
for s, name in enumerate(("no flip", "flip")):
    full = rate(b, s) * rate_unit
    first = leading(b, s) * rate_unit
    corrected = first * (1 + (-14 / 5, -19 / 5)[s] * b)
    print(f"{name}: leading rate {first:.4e} s^-1")
    print(f"{name}: rate with first correction {corrected:.4e} s^-1")
    print(f"{name}: full tree-level rate {full:.4e} s^-1")
    print(f"{name}: full rate in atomic units {full * atomic_time:.4e}")
    print(f"{name}: lifetime {1 / full:.4e} s")
print(f"flip/no-flip ratio: {rate(b, 1) / rate(b, 0):.6f}")
print(f"low-field ratio b/2: {b / 2:.6f}")
for b_row in (0.001, 0.01, 0.1, 1.0):
    ratios = [rate(b_row, s) / leading(b_row, s) for s in (0, 1)]
    print(f"b = {b_row}: full/leading, no flip {ratios[0]:.4f},"
          f" flip {ratios[1]:.4f}")
b_lab = 5.0 / critical_field
print(f"b at 5 T: {b_lab:.4e}")
print(f"no-flip lifetime at 5 T: {1 / leading(b_lab, 0) / rate_unit:.4f} s")
print(f"flip lifetime at 5 T: {1 / leading(b_lab, 1) / rate_unit:.4e} s")
print("no test failed")
```

Running it gives:

```
largest grid error, squared amplitudes: 1.1e-12
largest grid error, rates: 4.7e-08
largest relative U-D interference: 4.1e-13
Larmor coefficient of alpha m b^2: 1.333333
magnetic dipole coefficient of alpha m b^3: 0.666667
no flip: low-field coefficient 1.333330
no flip: relative first correction / b -2.8000
no flip: low-field perp photon fraction 0.7500
flip: low-field coefficient 0.666664
flip: relative first correction / b -3.7999
flip: low-field perp photon fraction 0.2500
electron rest energy: 510.999 keV
critical field B_c: 4.41401e+09 T
rate unit alpha m c^2/hbar: 5.66526e+18 s^-1
example field B: 1.0e+08 T
b = B/B_c: 0.022655
level spacing E_1 - m: 11.4485 keV
nonrelativistic spacing b m: 11.5768 keV
photon energy at 0 deg: 11.3231 keV
photon energy at 60 deg: 11.4166 keV
photon energy at 90 deg: 11.4485 keV
eta: 0.105252
kappa at 60 deg: 0.090897
zeta at 60 deg: -0.005585
recoil Jacobian at 60 deg: 0.994446
no flip: |M|^2 at 60 deg, perp 1.0866e-02, par 2.7621e-03
flip: |M|^2 at 60 deg, perp 3.0599e-05, par 1.2037e-04
no flip: leading rate 3.8770e+15 s^-1
no flip: rate with first correction 3.6310e+15 s^-1
no flip: full tree-level rate 3.6435e+15 s^-1
no flip: full rate in atomic units 8.8131e-02
no flip: lifetime 2.7446e-16 s
flip: leading rate 4.3917e+13 s^-1
flip: rate with first correction 4.0136e+13 s^-1
flip: full tree-level rate 4.0362e+13 s^-1
flip: full rate in atomic units 9.7632e-04
flip: lifetime 2.4776e-14 s
flip/no-flip ratio: 0.011078
low-field ratio b/2: 0.011328
b = 0.001: full/leading, no flip 0.9972, flip 0.9962
b = 0.01: full/leading, no flip 0.9726, flip 0.9630
b = 0.1: full/leading, no flip 0.7737, flip 0.7048
b = 1.0: full/leading, no flip 0.2057, flip 0.1102
b at 5 T: 1.1328e-09
no-flip lifetime at 5 T: 0.1032 s
flip lifetime at 5 T: 1.8216e+08 s
no test failed
```
